# Incoherent and coherent transmission of a lossless disordered single-mode waveguide, part 1

(Sections cited here and not found follow in the second part.)

## I. Adding powers and adding amplitudes

A cutback measurement gives the transmission of nominally identical guides of several lengths, and a backscattering length $\ell$ is to be extracted from it. Two choices must be made: whether to average the transmitted powers or their values in decibels, and which law to fit to the average. The choices are linked. For a guide with $\ell=0.20$ mm and length $L=1.0$ mm, the ensemble average of the transmission in the coherent model below is $0.0685$. Inserted into $T=1/(1+L/\ell)$, this number gives $\ell=LT/(1-T)=0.0685/0.9315=0.074$ mm. Inserted into $T=e^{-L/\ell}$, it gives $\ell=-L/\ln T=0.37$ mm. Neither is right. The exponential law belongs to the average of $\ln T$, and the algebraic law belongs to light that has lost its phase memory.

### Model and definitions

The guide carries one forward and one backward wave at each frequency. It is lossless, so the transmitted and reflected fractions of the incident power satisfy $T+R=1$. Imperfections do nothing but turn one wave into the other. Consider a section of length $dz$ that is much shorter than $\ell$, but long compared with the wavelength and with the correlation length of the disorder. Its mean reflectance defines $\ell$:

$$\langle R_{dz}\rangle=\frac{dz}{\ell}=ds,\qquad s=\frac{L}{\ell}. \tag{1}$$

Angle brackets denote an average over an ensemble of guides. The dimensionless length $s$ is called the depth. Such an intermediate section exists if the disorder is weak, in the sense that little power is reflected within a wavelength or a correlation length. A loss in decibels is $-10\log_{10}T=-(10/\ln 10)\ln T=-4.343\ln T$.

### Balance of powers

Suppose first that the phase relation between successive scatterings is lost, so that powers add. Let $I_+(z)$ and $I_-(z)$ be the powers travelling towards larger and smaller $z$. In a length $dz$ the forward wave loses $I_+dz/\ell$ and gains $I_-dz/\ell$:

$$\frac{dI_+}{dz}=-\frac{I_+-I_-}{\ell}. \tag{2}$$

The backward wave travels towards smaller $z$, so its gain along its own direction is $-dI_-/dz$. This equals $(I_+-I_-)/\ell$, and hence

$$\frac{dI_-}{dz}=-\frac{I_+-I_-}{\ell}. \tag{3}$$

Subtracting (3) from (2) shows that the net flux $J=I_+-I_-$ is constant, as energy conservation requires. Equation (2) then integrates to $I_+(z)=I_+(0)-Jz/\ell$. Unit power enters at the left and none enters at the right, so $I_+(0)=1$ and $I_-(L)=0$. At the right end the net flux is therefore the transmitted power, $J=I_+(L)=T$. Setting $z=L$ gives $T=1-Ts$, or

$$T_{\rm inc}=\frac{1}{1+L/\ell}. \tag{4}$$

The power profile is linear and the net flux falls as $1/L$ in a long guide, as for a diffusing particle. In decibels the loss is $4.343\ln(1+L/\ell)$, whose slope with length is

$$\frac{d}{dL}\left[4.343\ln\left(1+\frac{L}{\ell}\right)\right]=\frac{4.343}{\ell+L}. \tag{5}$$

The slope starts at $4.343/\ell$ and decreases. The reason is that a reflected photon is not lost: it can be reflected again and still leave at the far end.

The same law follows from discrete reflectors, in a form that will make the comparison with waves direct. Take two reflectors with transmittances $T_1,T_2$ and reflectances $R_1,R_2$. Light may leave after $0,1,2,\dots$ round trips between them, and each round trip multiplies its power by $R_1R_2$. Summing powers gives

$$T_{12}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}. \tag{6}$$

From this,

$$\frac1{T_{12}}-1=\frac{1-R_1R_2-T_1T_2}{T_1T_2}.$$

Since $T_1T_2=(1-R_1)(1-R_2)=1-R_1-R_2+R_1R_2$, the numerator is $R_1+R_2-2R_1R_2$. It can be regrouped as $R_1(1-R_2)+R_2(1-R_1)=R_1T_2+R_2T_1$. Therefore

$$\frac1{T_{12}}-1=\frac{R_1}{T_1}+\frac{R_2}{T_2}. \tag{7}$$

The quantity $1/T-1=R/T$ is additive. For many thin sections it adds up to $s$, which is (4) again. In this sense the scatterers act like resistors in series.

### Summing amplitudes

In a static guide lit by coherent light, the amplitudes of the round trips must be added before the square is taken. Let $t_1,t_2$ be the transmission amplitudes, $r_1'$ the reflection amplitude of the first part seen from its right, and $r_2$ that of the second part seen from its left. The phase of propagation between the parts is included in $r_2$ and $t_2$. Then

$$t_{12}=t_1t_2\sum_{n=0}^{\infty}(r_1'r_2)^n=\frac{t_1t_2}{1-r_1'r_2}.$$

A lossless reflector has the same reflectance from both sides, so $|r_1'|^2=R_1$. With $x=\sqrt{R_1R_2}<1$ and $r_1'r_2=xe^{i\varphi}$,

$$T_{12}=\frac{T_1T_2}{|1-xe^{i\varphi}|^2}. \tag{8}$$

Take the logarithm. The series $\ln(1-w)=-\sum_{n\ge1}w^n/n$ converges for $|w|<1$, and $\ln|1-w|^2=2\,{\rm Re}\ln(1-w)$, so

$$\ln T_{12}=\ln T_1+\ln T_2+2\sum_{n=1}^{\infty}\frac{x^n\cos n\varphi}{n}. \tag{9}$$

If $\varphi$ is uniformly distributed for given $R_1$ and $R_2$, each cosine averages to zero, and

$$\langle\ln T_{12}\rangle=\langle\ln T_1\rangle+\langle\ln T_2\rangle. \tag{10}$$

The mean logarithm is additive, whereas for powers it was $1/T-1$. A thin section contributes $\langle\ln(1-R_{dz})\rangle=-\langle R_{dz}\rangle=-ds$, because the next term of the logarithm, of order $\langle R_{dz}^2\rangle$, is of order $ds^2$. Adding all sections gives the coherent law of weak disorder,

$$\langle\ln T\rangle=-\frac{L}{\ell}. \tag{11}$$

The straight line has no saturation at large $L$. Interference keeps the typical transmission falling exponentially, although no power is absorbed. This is localization in one dimension.

### Why the phase may be taken as uniform

Equation (11) rests on a statement about phases, and a simple model shows where that statement comes from. Let the field $\psi$ have wave number $k$, and let a point scatterer of real strength $v$ leave $\psi$ continuous while its slope jumps by $kv\psi$. For a wave incident from the left, continuity gives $1+r=t$. The slope is $ik(1-r)$ on the left and $ikt$ on the right, so the jump condition is $ikt-ik(1-r)=kvt$. Replacing $1-r$ by $2-t$ gives $i(2t-2)=vt$, and thus

$$t=\frac{1}{1+iv/2},\qquad r=t-1=\frac{-iv/2}{1+iv/2},\qquad T=\frac{1}{1+v^2/4}. \tag{12}$$

For small $v$ the reflection amplitude is $-iv/2$ and the reflectance is $v^2/4$.

Now let a thin section contain $n$ such scatterers at spacing $d$, with independent strengths $v_j$ of mean zero and variance $\sigma^2$. To leading order its reflection amplitude is the sum of single reflections, each with the phase of its path to the scatterer and back:

$$\rho=-\frac i2\sum_{j=1}^{n}v_je^{2ikjd}. \tag{13}$$

Its averages are

$$\langle\rho\rangle=0,\qquad \langle|\rho|^2\rangle=\frac{n\sigma^2}{4}=ds,\qquad \langle\rho^2\rangle=-\frac{\sigma^2}{4}\sum_{j=1}^{n}e^{4ikjd}. \tag{14}$$

The last sum is geometric. Its modulus is $|\sin(2nkd)/\sin(2kd)|$, which is at most $1/|\sin 2kd|$ however large $n$ is. Hence

$$\frac{|\langle\rho^2\rangle|}{\langle|\rho|^2\rangle}\le\frac{1}{n|\sin 2kd|}. \tag{15}$$

Add this section to a guide whose reflection amplitude from the right is $r'$. The interference term in $\ln T$ is $-\ln|1-r'\rho|^2=2\,{\rm Re}(r'\rho)+{\rm Re}(r'^2\rho^2)+\dots$. The new section is independent of the old guide, so the average of this term over the new section contains just $\langle\rho\rangle$ and $\langle\rho^2\rangle$ to order $ds$. The first vanishes at first order in the strengths. At second order, (12) gives $r\simeq-iv/2-v^2/4$ for each scatterer, while products of different strengths average to zero. This leaves $\langle\rho\rangle=-(\sigma^2/4)\sum_je^{2ikjd}$, again a geometric sum, whose modulus is at most $ds/(n|\sin kd|)\le2\,ds/(n|\sin2kd|)$. By this bound and (15), both averages are negligible compared with $ds$ if a section with little reflection still holds many scatterers. To this order the effect is the same as that of a uniform phase $\varphi$.

Two conditions emerge. The scattering per wavelength must be weak, and $\sin 2kd$ must not be close to zero. If scatterers sit on a lattice whose spacing is a multiple of a quarter wavelength, the terms in (14) no longer cancel, and (11) is not assured even for weak disorder. For disorder without a lattice, the factor $e^{4ikz}$ cancels in the same way over a section of many wavelengths.

### The average of $T$ for two and three scatterers

It is tempting to identify the phase average of $T$ with the incoherent result. For two reflectors this is correct. Expanding both factors of $1/|1-xe^{i\varphi}|^2$ in geometric series gives

$$\left\langle\frac{1}{|1-xe^{i\varphi}|^2}\right\rangle=\sum_{m,n\ge0}x^{m+n}\langle e^{i(m-n)\varphi}\rangle=\sum_{n\ge0}x^{2n}=\frac{1}{1-x^2}, \tag{16}$$

since the terms with $m\ne n$ average to zero. With $x^2=R_1R_2$ this turns (8) into (6).

For three reflectors the identification fails. Fix the first phase, so that the first pair has some transmittance $T_{12}=y$. Averaging over the second phase combines $y$ with the third reflector by the two-reflector rule (7). With $c=R_3/T_3$,

$$\frac{1}{h(y)}=\frac1y+c,\qquad h(y)=\frac{y}{1+cy}. \tag{17}$$

The derivatives are $h'=1/(1+cy)^2$ and $h''=-2c/(1+cy)^3<0$. The function is concave, so $\langle h(y)\rangle\le h(\langle y\rangle)$. By (16), $\langle y\rangle$ is the incoherent transmittance of the pair, and the right-hand side is therefore the incoherent transmittance of all three. The average coherent transmission lies below it because $T_{12}$ varies with the first phase.

The size of the deficit for weak reflectors follows from a second-order expansion of $h$ about the mean: the deficit is $-\tfrac12h''\,{\rm Var}(y)$. From (8), $y\simeq1+2\sqrt{R_1R_2}\cos\varphi$ up to terms that do not matter for the leading variance, so ${\rm Var}(y)\simeq2R_1R_2$. With $h''\simeq-2R_3$,

$$T_{\rm inc}-\langle T\rangle\simeq2R_1R_2R_3. \tag{18}$$

For reflectances $0.001$, $0.002$ and $0.0015$, a numerical average of the transfer-matrix result over both phases gave a deficit of $1.982\,R_1R_2R_3$. The next order explains the difference from 2: the factor $T_1^2T_2^2$ in ${\rm Var}(y)$ and the factor $c/(1+cy)^3$ in $h''$ lower the deficit by the relative amount $2(R_1+R_2+R_3)=0.009$.

Equation (18) locates the physical difference between the two descriptions. One or two scatterers do not reveal it in the mean power. With three, two different paths acquire the same propagation phase, whatever the phases of the two gaps are. One makes a round trip in the first gap and then one in the second; the other makes a single long round trip between the outer scatterers, passing through the middle one. Their interference is destructive and survives the phase average. Dividing a continuous guide into $N$ sections of reflectance $s/N$ gives about $N^3/6$ triples, each with deficit $2(s/N)^3$. The leading difference should therefore be $s^3/3$, which the evolution equation of the second half confirms.

## II. Fluctuations, limits of validity and a slow-light guide

The depth is $s=L/\ell$, where $dz/\ell=ds$ is the mean reflectance of a thin section. Light without phase memory obeys $T_{\rm inc}=1/(1+s)$, equation (4). A static guide in coherent light obeys $\langle\ln T\rangle=-s$, equation (11), for weak disorder without locked phases. Two parts combine according to (8), and $u=\ln T$ is used below.

### Evolution with length

Add a thin section of reflectance $\varepsilon$, with $\langle\varepsilon\rangle=ds$, to a guide of transmittance $T$ and reflectance $1-T$. Equation (9) gives, to leading order,

$$\Delta u=-\varepsilon+2\sqrt{(1-T)\varepsilon}\,\cos\varphi+\dots,$$

where the omitted terms either average to zero or are of higher order. The mean change is $-ds$. Since $\langle\cos^2\varphi\rangle=1/2$, the mean square is $4(1-T)ds/2=2(1-T)ds$. For a smooth function $f(u)$, the expansion $\Delta f=f'\Delta u+\tfrac12f''(\Delta u)^2$ then yields

$$\frac{d\langle f\rangle}{ds}=\left\langle-f'(u)+(1-T)f''(u)\right\rangle. \tag{19}$$

Choose $f=e^u=T$, for which $f'=f''=T$:

$$\frac{d\langle T\rangle}{ds}=\langle-T+(1-T)T\rangle=-\langle T^2\rangle. \tag{20}$$

The incoherent law obeys $dT_{\rm inc}/ds=-T_{\rm inc}^2$, as differentiation of (4) shows. The two equations differ in that one contains the mean of the square and the other the square of the mean. Because $\langle T^2\rangle\ge\langle T\rangle^2$, equation (20) implies $d(1/\langle T\rangle)/ds=\langle T^2\rangle/\langle T\rangle^2\ge1$. Integration from $\langle T\rangle=1$ at $s=0$ gives $1/\langle T\rangle\ge1+s$. In the other direction, the exponential is convex, so $\langle e^u\rangle\ge e^{\langle u\rangle}=e^{-s}$. Together,

$$e^{-s}\le\langle T\rangle\le\frac1{1+s}. \tag{21}$$

The coherent mean thus lies between the typical coherent value $e^{\langle\ln T\rangle}$ and the incoherent value.

The short-guide expansion follows from $f=e^{nu}$, for which $f'=nT^n$ and $f''=n^2T^n$. With $M_n=\langle T^n\rangle$,

$$\frac{dM_n}{ds}=n(n-1)M_n-n^2M_{n+1}. \tag{22}$$

All $M_n$ equal 1 at $s=0$. There $M_1'=-M_2=-1$, and $M_1''=-M_2'=-2M_2+4M_3=2$. One more derivative uses $M_2'=2-4=-2$ and $M_3'=6-9=-3$, and gives $M_1'''=-2(-2)+4(-3)=-8$. Hence

$$\langle T\rangle=1-s+s^2-\tfrac43s^3+\dots,\qquad T_{\rm inc}=1-s+s^2-s^3+\dots \tag{23}$$

The difference begins with $s^3/3$, in agreement with the count of triples. For a short guide, averaged powers hardly distinguish the two pictures. Averaged logarithms do so earlier, since $\ln T_{\rm inc}=-s+s^2/2-\dots$, while $\langle\ln T\rangle=-s$.

For weak disorder without locked phases, the mean logarithm of the coherent transmission falls linearly with length, while the mean coherent power lies between $e^{-s}$ and the incoherent value $1/(1+s)$. What remains is to find the spread between guides and the mean power itself, to test the assumptions, and to treat locked phases, loss, end reflections and a slow-light silicon guide.

Numerical values quoted here were computed with a short program.
